Why the muonium Lamb shift lies below that of hydrogen

**Q.** The n = 2 Lamb shift is quoted as 1057.8 MHz in hydrogen and 1047.5 MHz in muonium. The muon has no size. Does the missing proton radius cause the difference?

**A.** Its contribution can be computed directly. Let m be the electron mass, M the mass of the positive particle, μ = mM/(m+M) and r = μ/m; inside potentials and radial integrals r is the radial coordinate instead. I set ħ = c = 1 and compare L = E(2S1/2) − E(2P1/2) between hyperfine centroids, leaving out the hyperfine mixing of 2P1/2 with 2P3/2, which would raise L by about 0.02 MHz in muonium and 0.002 MHz in hydrogen. Inside a nucleus of charge density ρ, the potential energy differs from −α/r by a short-range δV, with ∇²δV = 4πα(ρ − δ). Multiplying by r²/6 and integrating by parts twice, with ∇²r² = 6, gives

∫δV d³r = (4πα/6)∫r²ρ d³r = (2πα/3) r_p².

The wavefunction is nearly constant there, so 2S rises by (2πα/3)|φ(0)|² r_p², where |φ(0)|² = μ³α³/(8π). For a radius of 0.8407 fm this is 0.138 MHz. Removing it lowers L, but by 1.3 % of the difference.

**Q.** Then it must be the mass. Doesn't the Dirac spectrum with a reduced mass already split the levels?

**A.** Without radiation, almost nothing survives. The Breit Hamiltonian, averaged over nuclear spin, is

H_B = −(p⁴/8)(1/m³+1/M³) + (πα/2)(1/m²+1/M²)δ(r) − (α/2mM) p_i(δ_ij/r + r_i r_j/r³)p_j + (α/r³) L·S (1/2m² + 1/mM).

Since p² = 2μ(E+α/r), the 2S and 2P values of p⁴ differ only through ⟨1/r²⟩ = (μα)²/4 and (μα)²/12, which gives (2/3)(μα)⁴. The orbit-orbit operator has expectation values 3/8 and 1/8 in units (μα)³. For 2P1/2, L·S = −1 and ⟨1/r³⟩ = (μα)³/24. With μ(1/m³+1/M³) = 1/m² − 1/(mM) + 1/M², the coefficients of μ³α⁴ in L are

1/m²: −1/12 + 1/16 + 1/48 = 0
1/(mM): +1/12 − 1/8 + 1/24 = 0
1/M²: −1/12 + 1/16 = −1/48.

So L_B = −α⁴μ³/(48M²): −0.002 MHz in hydrogen and −0.168 MHz in muonium.

**Q.** So the splitting is radiative. Where does the mass enter?

**A.** Start with photons below a cutoff ε, where μα² ≪ ε ≪ μα. Electron and nucleus have opposite charges and opposite momenta, so their couplings add to e p·A(1/m+1/M). With Δ = E_n − E_a, second-order perturbation theory gives

E = −(2α/3π)(1/m+1/M)² ∫₀^ε k dk Σ|p_na|²/(Δ+k).

Write k/(Δ+k) = 1 − Δ/(Δ+k). The "1" is mass renormalization in the squared terms and part of the Breit interaction in the cross term. The rest is (2α/3π)(1/m+1/M)² Σ|p_na|²Δ ln(ε/|Δ|). Because Σ|p_na|²Δ = ½⟨∇²V⟩ = 2πα|φ(0)|², I define N = μ³α³/(8π), F₀ = 1 for 2S and 0 for 2P, and the Bethe logarithm by

2παN ln k₀ = Σ|p_na|²Δ ln(2|Δ|/μα²).

The 1/m² term is then

E_low = (α²N/m²)(4/3)[F₀ ln(2ε/μα²) − ln k₀].

The prefactor α²N/m² equals U r³ as a frequency, with U = α⁵mc²/(8πh) = 101.7328 MHz. The cube is the electron density at the nucleus: a lighter reduced mass makes a larger atom.

**Q.** And photons above ε?

**A.** They modify the electron's form factors. With a photon mass λ, the subtracted one-loop vertex, integrated over one Feynman parameter, has, up to terms that vanish as λ → 0, the slope

F₁′(0) = (α/2πm²) ∫₀¹ ds [s/6 + (s(1−s)+s³/6)/D + (s²+2s−2)s³/(6D²)], D = s² + (λ/m)²(1−s).

For small λ the term s/D gives ln(m/λ), and −s³/(3D²) gives −(1/3)[ln(m/λ) − 1/2]. The other terms give 1/12 − 1 + 1/12 + 1/12 + 1/3. Hence

F₁′(0) = (α/3πm²)[ln(m/λ) − 3/8].

To translate λ into ε, compare soft emission up to some K with λ ≪ K ≪ m. With k = λ sinh y and Y = ln(2K/λ), a massive photon contributes

∫₀^Y tanh²y (1 − tanh²y/3) dy = (Y−1) − (Y−4/3)/3 = (2/3)(Y − 5/6).

A massless photon above ε contributes (2/3)ln(K/ε). Equality requires ln λ = ln 2ε − 5/6, so the bracket becomes ln(m/2ε) + 11/24. The potential −4πα/q² times F₁(−q²) acquires the constant 4παF₁′(0), which shifts 2S by (4/3)[ln(m/2ε)+11/24] in our unit. The cutoff cancels against E_low.

The anomalous moment is a = (α/2π)∫₀¹2(1−s)ds = α/2π. It adds a∇²V/(4m²), which is +1/2 for 2S, and the spin-orbit term aα L·S/(mμr³), in which 1/μ = 1/m+1/M includes the nucleus's magnetic field. For 2P1/2, with ⟨1/r³⟩ = (μα)³/24, this is −m/(6μ) in our unit, that is −1/(6r) with r the mass ratio, so it raises L.

Vacuum polarization adds the Uehling potential

−(α/r)(2α/3π)∫₁^∞ dt e^(−2mrt)(1+1/2t²)√(t²−1)/t².

Its volume integral is −(2α²/3m²)(1/3+1/15) = −(4/15)α²/m². Altogether

L₁ = U r³ {(4/3)[ln(1/(rα²)) − ln k₀(2S) + ln k₀(2P)] + 10/9 − 4/15 + 1/(6r)},

where 10/9 = 11/18 + 1/2. The Bethe logarithms are 2.8118 and −0.0300.

**Q.** What does that give for the two atoms?

**A.** With ln k₀(2S) = 2.81177 the braces are 10.34353 for hydrogen and 10.34995 for muonium (the finite-basis value 2.81175 in the numerical output raises each by 0.00003 and L₁ by 0.003 MHz in both atoms, which cancels in the difference); r³ is 0.998368 and 0.985630. Thus

hydrogen: 101.7328 × 0.998368 × 10.34353 = 1050.56 MHz
muonium: 101.7328 × 0.985630 × 10.34995 = 1037.80 MHz.

The change is −12.76 MHz. The density cube alone gives −13.40 MHz; the logarithm and the spin-orbit term return +0.64 MHz.

**Q.** That overshoots. What brings it back?

**A.** Recoil: the nucleus moves while photons are exchanged, an effect that reduced-mass scaling does not contain. I use units α²N/(mM), which is U r³m/M, and treat loop momenta of order m to leading order in 1/M. There are three parts.

First, Coulomb exchange. The nuclear kinetic energy is p²/2M, with p the total electron momentum. With a filled Dirac sea its expectation value is ⟨p²⟩/2M − ⟨pΛ₋p⟩/M, where Λ₋ projects on negative energies; the minus sign arises because the occupied bound state blocks pair creation. From [p,h] = [p,V], the matrix element to momentum k is (4πα/k)/(E+m) times a spinor overlap whose square is (E−m)/2E, with E² = k²+m². Therefore

−(4α²|φ(0)|²/M) ∫₀^∞ k²dk/[E(E+m)³] = −(4/3)α²|φ(0)|²/(mM),

since k = m sinh θ and T = tanh(θ/2) turn the integral into (1/m)∫₀¹T²dT.

**Q.** And the magnetic photons?

**A.** Second, one transverse photon. Below ε, the cross term 2/(mM) found above gives (8/3)[F₀ ln(2ε/μα²) − ln k₀]. Above ε, use 1/(Δ+k) = 1/k − Δ/[k(Δ+k)]. The 1/k part is the Breit interaction. In the other part Δ turns p into [p,V] = −iα r̂/r², and k ≫ Δ leaves 1/k². The angular integral over transverse photons gives the radial kernel

∫₀¹du(1−u²)∫_ε^∞ dk cos(kru)/k = (2/3)(1−γ−ln εr) + 2/9,

because the inner integral is −γ − ln(εru) for small εr and −∫₀¹(1−u²)ln u du = 8/9. Here γ is Euler's constant.

Let F(x) be the angle-averaged density divided by N, with x = μαr. Since φ∂_rφ = ½∂_r(φ²), this part is −4∫F′(x)[kernel]dx. Define

X = γF₀ − ∫₀^∞ F′(x) ln x dx.

For 2S, F = (1−x/2)²e^(−x) and X = −3/4. For 2P, F = x²e^(−x)/12 and X = ∫F dx/x = 1/12. Adding the part below ε removes the cutoff:

E_T = F₀[(8/3)ln(2/α) + 32/9] − (8/3)X − (8/3)ln k₀.

At k ~ m the Coulomb field must supply the photon's momentum, so the coupling is along k and vanishes for a transverse photon.

**Q.** The third part is two photons, I suppose.

**A.** Yes, through e²A²/2M at the nucleus. For a slow electron the partner is e²A²/2m. For k ~ m and imaginary frequency w, Dirac propagation multiplies that coupling by 4m²w²/(4m²w²+ρ⁴), with ρ² = k²+w². Set k = ρ sin θ, w = ρ cos θ and keep k > κ, with κ ≪ m. The ρ integral gives ln(2m|cos θ| sin θ/κ) = ln(m|sin 2θ|/κ). Its average with weight sin²θ is ln(m/2κ), because the mean of ln|sin 2θ| is −ln 2. The energy is −2 ln(m/2κ), the same as for the slow-electron coupling cut off at k = m/2.

Now let momentum q be transferred. With photon momenta k₁ and k₂ at angle cosine c, the slow-electron loop is

W(q) = −(8π²α²/mM) ∫d³k₁/(2π)³ (1+c²)/[2k₁k₂(k₁+k₂)].

Use k₁+k₂ = qξ and k₁−k₂ = qη. The integral becomes (1/16π²)∫dξ/ξ∫dη(1+c²), with 1−c² = 4(1−η²)(ξ²−1)/(ξ²−η²)². The constant 2 in 1+c² = 2−(1−c²) gives (1/4π²)ln(2k_max/q). After the ξ integration the rest subtracts, inside the same factor 1/4π²,

∫₀¹dη(1−η²)[−ln(1−η²)/η⁴ − 1/η²] = (4/3)(1−ln 2).

To see this, integrate the logarithm by parts with the antiderivative −(1−η)²(1+2η)/(3η³). That leaves (2/3)∫dη[1/η² − 2/(1+η)], and the poles at η = 0 cancel. With k_max = m/2,

W(q) = −(2α²/mM)[ln(m/q) − 4/3 + (4/3)ln 2].

In position space −ln q is 1/(4πr³) outside a small r₀, plus δ(r)(ln r₀+γ−1), so its expectation value is N[X − F₀ − F₀ ln(μα)]. Hence

E_TT = −2{F₀[ln(1/(rα)) − 7/3 + (4/3)ln 2] + X}.

**Q.** Please add them up.

**A.** The ln 2 terms cancel. For 2S the constants are −4/3 + 32/9 + 14/3 = 62/9, and −(14/3)X adds 7/2:

B(2S) = (1/3)ln α⁻² − (8/3)ln k₀(2S) + 187/18 − 2 ln(1/r)
B(2P) = −(8/3)ln k₀(2P) − 7/18.

This is the Salpeter recoil correction. For muonium B is 6.1614 and −0.3088, so

101.7328 × 0.985630 × 6.4702/206.76828 = 3.138 MHz.

Hydrogen has 0.358 MHz. The change is +2.78 MHz, positive because recoil raises 2S and slightly lowers 2P. Corrections of higher order in m/M to the hard loops are not derived here. The published form with both masses replaces −2 ln(1/r) by −2[M² ln(m/μ) − m² ln(M/μ)]/(M²−m²), which changes the muonium value by only 0.0001 MHz.

**Q.** Does the muon radiate too?

**A.** Yes. Exchanging m and M in the self-energy gives

U r³(m/M)²{(4/3)[ln(M/μα²) − ln k₀(2S) + ln k₀(2P)] + 10/9} = 0.041 MHz.

The spin-orbit term of the muon's anomalous moment averages out at the centroid. I do not itemize the proton's counterpart, which is smaller by roughly the squared mass ratio.

**Q.** Your hydrogen items do not reach 1057.8 MHz.

**A.** They leave 6.75 MHz for the QED terms I have not derived. I take your hydrogen value as input and assume that this remainder scales with the density, as contact terms from the electron's mass scale do. It becomes 6.75 × 0.985630/0.998368 = 6.66 MHz. If a tenth of it did not scale, the result would move by about 0.01 MHz. The changes from hydrogen to muonium, in MHz, are

one-loop QED with reduced mass: −12.760
Salpeter recoil: +2.779
Breit 1/M² term: −0.166
missing proton size: −0.138
higher-order remainder: −0.086
muon self-energy: +0.041
sum: −10.33.

This predicts 1047.47 MHz, or 1047.5 MHz at the precision of the input. The absolute value inherits the input's rounding, ±0.05 MHz; the difference hardly does. Radiative recoil and the pure recoil term one order higher in α, each of order Uα(m/M) ≈ 0.004 MHz times a coefficient I have not derived, are left out. Their published coefficients, about −4 and −3, would lower the difference by about 0.02 MHz, and the hyperfine mixing set aside at the start would raise it by a similar amount, so the last digit of −10.33 and of 1047.47 is uncertain by about two units. The numerical output below gives the intermediate values.

**Q.** Is there a quick way to see the size of the effect?

**A.** Expand the two large items to first order in m/M. The density contributes −3 × 10.343 (the braces at r = 1), the logarithm +4/3, the spin-orbit term +1/6 and recoil +6.48, a total of −23.05. Multiplying by U and by 1/206.77 − 1/1836.15 = 0.004292 gives −10.06 MHz, against −9.98 MHz in the list. For M → ∞ both items lose their mass dependence and L₁ tends to 1052.19 MHz. For positronium, M = m, the expansion fails: the hard loops need both masses in full, and annihilation enters.

Table of computed values

```
inverse fine-structure constant: 137.035999
proton/electron mass ratio: 1836.15267
muon/electron mass ratio: 206.76828
proton charge radius: 0.8407 fm
mu/m hydrogen: 0.99945568
mu/m muonium: 0.99518695
(mu/m)^3 hydrogen: 0.998368
(mu/m)^3 muonium: 0.985630
unit U = alpha^5 m c^2/(8 pi h): 101.7328 MHz
ln(alpha^-2): 9.84049
Bethe logarithm 2S: 2.81175
Bethe logarithm 2P: -0.03002
velocity sum rule 2S (expected 0.25): 0.250000 a.u.
velocity sum rule 2P (expected 0): 0.000000 a.u.
largest basis-Sturmian mismatch: 1.8e-07 a.u.
one-loop bracket hydrogen: 10.34356
one-loop bracket muonium: 10.34998
Coulomb recoil constant: -1.33333
hard two-photon constant: -0.6931
soft two-photon constant: -0.4091
recoil bracket 2S muonium: 6.1614
  same, assembled: 6.1614
recoil bracket 2P: -0.3088
  same, assembled: -0.3088
items in MHz: hydrogen, muonium, muonium minus hydrogen
one-loop QED: 1050.562, 1037.803, -12.760
Salpeter recoil: 0.358, 3.138, +2.779
Breit 1/M^2 term: -0.002, -0.168, -0.166
proton size: 0.138, 0.000, -0.138
muon self-energy: 0.000, 0.041, +0.041
remainder: 6.743, 6.657, -0.086
total: 1057.8 (input), 1047.47, -10.33
one-loop shift for infinite nuclear mass: 1052.197 MHz
one-loop difference, density cube: -13.403 MHz
one-loop difference, log and moment: +0.643 MHz
size share of total difference: 1.34 %
muonium Lamb shift in energy: 4.3320 micro-eV
```
